Electron resonance of two exchange-coupled donors with opposite nuclear spins

**Problem**

Two identical donors sit in a semiconductor in a magnetic field B along z. Each binds one electron of spin 1/2 (operators S1, S2) and has a nucleus of spin 1/2 (operators I1, I2). All energies are divided by Planck's constant h, so that they are frequencies, and spin operators are dimensionless. The Hamiltonian is

H = ν(S1z + S2z) − ν_n(I1z + I2z) + A(S1·I1 + S2·I2) + J S1·S2.

Here ν = gμ_B B/h is the electron Zeeman frequency, ν_n the nuclear one, A > 0 the hyperfine constant and J > 0 the exchange. With this convention S1·S2 is 1/4 in a triplet and −3/4 in the singlet, so J is the singlet–triplet gap. "Exchange frequency" means this J.

The field is strong, ν ≫ A and ν ≫ J. Nucleus 1 points up and nucleus 2 points down. A weak transverse microwave field, the same at both donors, drives the electrons.

(a) Estimate the electron resonance frequencies for J ≪ A, and show that the resonance of each electron splits by about J.

(b) Solve the strong-field model without assuming J ≪ A. Find the four lines and their strengths.

(c) Compare the two answers. What does the condition J ≪ A secure, and what is left out?

For numbers, take rough typical values for phosphorus donors in silicon: A = 117 MHz, g = 2.0, B = 1.4 T. Take also J = 10 MHz, a donor separation of 20 nm and a temperature of 0.1 K.

**The strong-field model**

The hyperfine coupling of one donor is

S·I = Sz Iz + (S₊I₋ + S₋I₊)/2.

The second term flips the electron and the nucleus in opposite directions. This changes the energy by about ν, while the matrix element is A/2. For A ≪ ν the term is therefore dropped here; its effect is sized at the end. What remains is A Sz Iz, which leaves each nucleus in its state.

Now set I1z = +1/2 and I2z = −1/2. The nuclear Zeeman energies cancel, and the electrons obey

H_e = ν(S1z + S2z) + (A/2)(S1z − S2z) + J S1·S2.

Without exchange, electron 1 resonates at ν + A/2 and electron 2 at ν − A/2. The opposite nuclei thus give the electrons different frequencies, a distance A apart.

**(a) First estimate by scaling**

Split the exchange in the same way:

J S1·S2 = J S1z S2z + (J/2)(S1₊S2₋ + S1₋S2₊).

The second part exchanges ↑↓ and ↓↑, where the first arrow belongs to electron 1. These two states differ in energy by A, and the matrix element between them is J/2. The admixed amplitude is therefore about (J/2)/A, which is small if J ≪ A. To first order in J this part can be ignored.

The first part acts on electron 1 as an extra field that depends on its partner. Collecting the terms that contain S1z gives

S1z (ν + A/2 + J S2z).

Flipping electron 1 from down to up changes S1z by 1, so its resonance frequency is

ν + A/2 + J/2 if electron 2 is up,
ν + A/2 − J/2 if electron 2 is down.

The difference is J. For electron 2 the same argument gives ν − A/2 ± J/2. Each resonance is a doublet split by J, to first order in J.

Scaling also gives the size of the expected error. Two levels a distance A apart, coupled by J/2, repel each other in second order by

(J/2)²/A = J²/(4A)

each. For the example this is 100/468 ≈ 0.21 MHz, or 2% of J. From this estimate alone one would quote the splitting as 10 MHz with an uncertainty of a few tenths of a MHz.

**(b) Exact solution of the strong-field model**

H_e conserves S1z + S2z, so ↑↑ and ↓↓ are eigenstates. In both, S1z − S2z = 0 and S1·S2 = 1/4. Hence

E(↑↑) = ν + J/4,
E(↓↓) = −ν + J/4.

In the remaining space the Zeeman term vanishes. The hyperfine term gives +A/2 for ↑↓ and −A/2 for ↓↑. The product S1z S2z is −1/4 in both states, and the flip-flop part connects them with J/2. In the order ↑↓, ↓↑ the block is

−J/4 + [[A/2, J/2], [J/2, −A/2]].

The 2×2 matrix has zero trace and determinant −(A² + J²)/4. Its eigenvalues are therefore ±Ω/2, with

Ω = √(A² + J²).

Call the upper state u and the lower state l:

E(u) = −J/4 + Ω/2,
E(l) = −J/4 − Ω/2.

A transverse field changes S1z + S2z by one unit, which permits four transitions:

E(u) − E(↓↓) = ν + Ω/2 − J/2,
E(↑↑) − E(l) = ν + Ω/2 + J/2,
E(l) − E(↓↓) = ν − Ω/2 − J/2,
E(↑↑) − E(u) = ν − Ω/2 + J/2.

The first two lines form a doublet centred on ν + Ω/2, the last two a doublet centred on ν − Ω/2. Within this model each splitting equals J for any ratio J/A.

The reason becomes visible when either splitting is written in terms of levels:

splitting = E(↑↑) + E(↓↓) − E(u) − E(l).

The first two energies add up to J/2. The last two add up to the trace of the block, which is −J/2. Mixing ↑↓ with ↓↑ moves u and l by opposite amounts and cannot change the trace. The level repulsion found in (a) thus drops out of the splitting.

The same argument covers donors with unequal local frequencies, for instance because their hyperfine constants or g factors differ slightly. Such a difference enters the two diagonal elements of the block with opposite signs, and enters E(↑↑) and E(↓↓) with opposite signs as well. The doublet centres move, while the splitting stays J. Diagonalization with the frequency of electron 1 raised by 3 MHz confirms this.

**Line strengths**

Write

u = cosθ ↑↓ + sinθ ↓↑,
l = −sinθ ↑↓ + cosθ ↓↑,

with cos2θ = A/Ω and sin2θ = J/Ω. To see that u is the upper state, apply the first row of the matrix to it:

(A/2)cosθ + (J/2)sinθ = (Ω/2)(cos2θ cosθ + sin2θ sinθ) = (Ω/2)cosθ.

The second row works out in the same way.

Measure the strength of a line by the squared matrix element of S1₊ + S2₊, which is 1 for a single isolated electron. Acting on ↓↓, this operator gives ↑↓ + ↓↑. The overlap with u is cosθ + sinθ and that with l is cosθ − sinθ. Acting on either ↑↓ or ↓↑ it gives ↑↑, so the transitions to ↑↑ have the same two matrix elements. Squaring, with 2 sinθ cosθ = sin2θ, gives

lines ↓↓ → u and u → ↑↑: strength 1 + J/Ω,
lines ↓↓ → l and l → ↑↑: strength 1 − J/Ω.

The lines that involve u lie at ν ± (Ω − J)/2 and are the inner pair of the spectrum. Those that involve l lie at ν ± (Ω + J)/2 and are the outer pair. For J > 0 the inner lines are the stronger ones.

Numerical diagonalization of the four-level problem at J/A = 0.01, 0.0855, 0.5, 1 and 3 reproduces these positions to within 10⁻⁷ MHz and the strengths to within 10⁻⁷.

**(c) Comparison**

For the example J/A = 0.0855, and

Ω = √(117² + 10²) MHz = 117.43 MHz.

The upper doublet then lies at

Ω/2 ∓ J/2 = 58.71 ∓ 5.00 MHz, that is 53.71 and 63.71 MHz above ν.

The first estimate put these lines at 58.5 ∓ 5.0 MHz, that is 53.5 and 63.5 MHz. Both estimated positions are too low by 0.21 MHz, and their difference, 10 MHz or 0.0414 μeV, is right. The lower doublet is the mirror image below ν.

The common displacement follows from the exact result:

(Ω − A)/2 = (Ω² − A²)/[2(Ω + A)] = J²/[2(Ω + A)] ≈ J²/(4A).

This is the level repulsion of the scaling estimate. The estimate had its size right, 0.2137 MHz against the exact 0.2133 MHz, but could not tell that it shifts both lines of a doublet equally.

The strengths deviate from 1 sooner than the positions do. They are 1.085 for the inner lines and 0.915 for the outer ones, a change of first order in J/A. The state u, however, is still almost purely ↑↓, with weight

cos²θ = (1 + A/Ω)/2 = 0.998.

The missing weight is of second order, about (J/2A)². The strengths react in first order because the uniform drive flips both electrons, and the small amplitude sinθ interferes with the large one.

The condition J ≪ A is therefore not needed for the number J. It is needed for the words "each electron resonance". It ensures that a line belongs to the flip of one particular electron, that the two lines of a doublet are nearly equal in strength, and that the doublets are well separated.

**Where the doublet picture ends**

The gap between the two inner lines is Ω − J. It falls below the splitting J when Ω < 2J, that is when J > A/√3. From there on, a reader of the spectrum would no longer group the lines into the same doublets by their spacing.

With A held at 117 MHz and J raised to A, the inner lines are 48.5 MHz apart, and an outer line has 0.17 times the strength of an inner one. At J = 10A this ratio is 0.0025, and the inner lines are 5.8 MHz apart. This agrees with the limit for J ≫ A,

Ω − J = A²/(Ω + J) ≈ A²/(2J) = 5.85 MHz.

In that limit u approaches the triplet (↑↓ + ↓↑)/√2 and l the singlet. The uniform drive cannot reach the singlet, so the outer lines fade, and the two inner lines merge near ν. The strong lines then show no splitting equal to J, which enters only through their small separation A²/(2J).

Parallel nuclei give the same outcome for any J. If both nuclei are up, both electrons have the frequency ν + A/2, and the term in S1z − S2z is absent. The middle states are then the triplet and the singlet, however small J is. The two transitions within the triplet both lie at ν + A/2, and within this model one unsplit line remains. The dipolar coupling treated below splits it slightly, by about 20 kHz at 20 nm for an axis along the field. The first estimate would wrongly predict a doublet here. It ignored the exchange flip-flop because ↑↓ and ↓↑ differed in energy, and for identical donors with parallel nuclei they do not. This requires equal local frequencies. In natural silicon the nuclear spins of the host make them differ by a few MHz, and the single line then appears only if J is well above that difference.

**What the model leaves out**

The magnetic dipole interaction of the electrons is

D[S1·S2 − 3(S1·n)(S2·n)], D = μ₀(gμ_B)²/(4πhr³),

where n is the unit vector along the donor axis, at an angle χ to the field. Its part in S1z S2z has the coefficient D(1 − 3cos²χ). This part adds one quarter of the coefficient to E(↑↑) and to E(↓↓), and subtracts one quarter from each diagonal element of the block. The remaining terms that matter at strong field are off-diagonal in the block and leave its trace alone. The splitting becomes

J + D(1 − 3cos²χ).

At 20 nm D is 6.5 kHz, so the splitting changes by −13 kHz for an axis along the field and by +6.5 kHz for an axis across it. The larger change is 0.13% of J.

The dropped hyperfine flip-flops act as follows. In ↓↓, only donor 1 has its electron and nucleus antiparallel. It couples with A/2 to a state higher by about ν, which lowers ↓↓ by A²/(4ν). In ↑↑, only donor 2 can flip-flop, to a state lower by about ν, and this raises ↑↑ by the same amount. In ↑↓ neither donor can flip-flop. In ↓↑ both can, with opposite shifts that cancel at this order. All four lines therefore move up together by

A²/(4ν) = 117²/(4 × 39189.5) MHz ≈ 87 kHz.

For J = 0 the donors are independent and there is no splitting, so any correction to the splitting must contain J. The shifts of order 1/ν move all four lines equally and cancel in the splitting, which leaves terms of order 1/ν². The expected scale is (A²/ν)(J/ν) = J(A/ν)² = 89 Hz. Diagonalization of the full 16-level Hamiltonian gives a change of −45 Hz.

The same flip-flops, together with the exchange, slowly interchange the nuclear orientations. For identical donors, each state with nuclei up–down has a mirror image of equal energy with nuclei down–up. The largest gap that opens between such partners is 46 Hz. It belongs to the state l. There a full cycle takes 1/(46 Hz) ≈ 22 ms, and the nuclei have changed places after half of it. The gap is 22 Hz in ↓↓ and ↑↑ and about 2 Hz in u, so the interchange is slower in these states. For identical donors the assumption of fixed opposite nuclei thus holds for times well below 10 ms.

**Observing the splitting in silicon**

The two lines of the upper doublet start from different states: ↓↓ for the inner line, and l, in which electron 2 is mostly up, for the outer one. At 0.1 K the thermal frequency k_BT/h is 2084 MHz, far below ν = 39.2 GHz. In equilibrium the outer line is weaker than the inner one by a factor of 6 × 10⁻⁹. The cold spectrum then consists of the two lines that start from ↓↓, at 53.7 MHz above ν and 63.7 MHz below it. Their distance is Ω, and it shows no doublet. In principle J follows from Ω if A is known, but for this example an error of 0.1 MHz in A shifts J by about 1 MHz. An unknown difference between the local frequencies of the two electrons acts in the same way, and in natural silicon it amounts to a few MHz. To see the splitting J directly, one measures electron 1, flips electron 2 with a pulse on the line ↓↓ → l, and measures electron 1 again.

If both lines are instead recorded in one spectrum, with electron 2 up in half of the runs, they must be narrow enough to appear as two peaks. The nuclear spins of natural silicon broaden a donor line; a rough full width at half maximum is 7 MHz. For two equal Gaussian lines of standard deviation σ, the curvature at the midpoint is proportional to (J/2)²/σ² − 1, so a dip appears if J > 2σ. With a full width of 2σ√(2 ln 2) = 7 MHz, this means J above about 6 MHz; the unequal strengths of the two lines raise the limit to about 6.5 MHz. For J = 10 MHz, and with the lines weighted by their drive strengths alone, the signal at the dip is 0.53 of the lower peak.

The values of A and g are close to those of real phosphorus donors. The value of J is the uncertain one. It was chosen here, not computed from the separation, which entered through the dipolar coupling alone. Exchange falls off roughly as exp(−2r/a), with a of about 2 nm for this donor. Implanted ions scatter by several nanometres about their intended positions. A change of 5 nm in the separation changes the exponential by e^(±5), or about 150 either way. In the hydrogen-like estimate a prefactor (r/a)^(5/2) reduces this to a factor of roughly 70 to 90, before the further variation caused by the silicon band structure. Starting from 10 MHz, this spans about 0.1 to 700 MHz, from a splitting far below the line width to J several times A. The range depends strongly on the value taken for a. For implanted pairs J ≪ A can therefore not be taken for granted; it has to be checked for each pair. The numerical output below lists the values for the chosen case.

Computed results

```
hyperfine constant A (input)          117.0 MHz
exchange J (input)                    10.0 MHz
exchange J as energy  0.0414 micro-eV
g factor (input)                      2.0
magnetic field (input)                1.4 T
donor separation (input)              20 nm
temperature (input)                   0.1 K
line width, full at half max (input)  7.0 MHz
nuclear frequency per field (input)   17.2 MHz/T
ratio J/A                             0.0855
electron Zeeman frequency nu          39189.5 MHz
nuclear Zeeman frequency              24.08 MHz
W = sqrt(A^2+J^2)                     117.427 MHz
outer low  line minus nu -63.713 MHz, strength 0.9148
inner low  line minus nu -53.713 MHz, strength 1.0852
inner high line minus nu +53.713 MHz, strength 1.0852
outer high line minus nu +63.713 MHz, strength 0.9148
splitting of lower doublet            10.0000 MHz
splitting of upper doublet            10.0000 MHz
outward shift of doublet centre       0.2133 MHz
estimate J^2/(4A)                     0.2137 MHz
single-electron character cos^2       0.99818
dipolar constant D                    6.49 kHz
splitting change, axis along field    -12.98 kHz
splitting change, axis across field   +6.49 kHz
flip-flop shift common to all lines   87.3 kHz
flip-flop change of the splitting     -44.5 Hz
scale J (A/nu)^2                      89.1 Hz
largest nuclear exchange gap          46.3 Hz
full nuclear exchange period, 1/gap   21.6 ms
thermal frequency kT/h                2084 MHz
thermal strength, partner up / down   5.9e-09
dip / lower peak of upper doublet     0.526
J =  1 A: outer/inner strength 0.1716, inner lines apart 48.46 MHz
J = 10 A: outer/inner strength 0.0025, inner lines apart 5.84 MHz
```
